# Why diffusion Monte Carlo without branching fails at long times: a program that tests the result

```python
# RESULT UNDER TEST: without branching, the log weights of diffusion Monte Carlo
# spread with variance D*t, the large-population effective fraction decays as
# A*exp(-gamma*t), and in a fixed population one walker finally dominates.
# Model: M harmonic coordinates of frequency omega, trial exp(-a*x^2/2).
# Units: hbar = m = 1 with energies in eV and imaginary times in 1/eV.
# lambda(s): lowest eigenvalue of (-diffusion generator + s*local energy).
# gamma = 2*lambda(1)-lambda(2); D = -lambda''(0);
# I_q = lambda(q)-q*lambda'(q) is the rarity rate of paths carrying E[w^q].
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import logsumexp
from scipy.stats import norm

rng = np.random.default_rng(71234)
omega, a, M, N = 10.0, 9.0, 60, 200
kappa = omega**2 - a**2
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10
length_unit = np.sqrt(hartree) * bohr  # angstrom per eV^(-1/2)


def b_of(s):
    return np.sqrt(a*a + s*kappa)


def lam(s):
    return 0.5*(b_of(s) - a + s*a)


def rarity(q):
    slope = kappa/(4*b_of(q)) + a/2
    return lam(q) - q*slope


def log_moment_one(s, t):
    b = b_of(s)
    bracket = np.cosh(b*t) + (a*a+b*b)/(2*a*b)*np.sinh(b*t)
    return 0.5*a*t - 0.5*s*a*t - 0.5*np.log(bracket)


E0 = M*omega/2
EV = M*(a/2 + kappa/(4*a))
sigma = np.sqrt(M*kappa**2/(8*a*a))
tau = 1/(2*a)
D = 2*sigma**2*tau
gamma = M*(2*lam(1) - lam(2))
overlap = {s: 2*np.sqrt(a*b_of(s))/(a+b_of(s)) for s in (1, 2)}
amplitude = (overlap[1]**2/overlap[2])**M
I1, I2 = M*rarity(1), M*rarity(2)
t1, t2 = np.log(N)/I1, np.log(N)/I2


def log_moment(s, t):
    return M*log_moment_one(s, t) + s*E0*t


def fraction(t):
    return np.exp(2*log_moment(1, t) - log_moment(2, t))


def variance_log(t):
    return D*(t - tau*(1-np.exp(-t/tau)))


# Independent road 1: reversible hopping on a grid, straight from psi_T.
def grid_spectrum(s):
    x = np.linspace(-7, 7, 801)/np.sqrt(omega)
    h = x[1] - x[0]
    up = np.exp(-a*((x+h)**2-x**2)/2)
    down = np.exp(-a*((x-h)**2-x**2)/2)
    escape = (up+down)/(2*h*h)
    local = omega**2*x*x/2 - (up+down-2)/(2*h*h)
    hop = np.full(len(x)-1, -1/(2*h*h))
    values, vectors = eigh_tridiagonal(escape+s*local, hop)
    start = np.exp(-a*x*x/2)
    start /= np.linalg.norm(start)
    return values, (start @ vectors)**2


d = 0.1
spectra = {s: grid_spectrum(s) for s in
           (-d, 0.0, d, 1-d, 1.0, 1+d, 2-d, 2.0, 2+d)}
low = {s: spectra[s][0][0] for s in spectra}
for s in (0.0, 1.0, 2.0):
    assert abs(low[s] - lam(s)) < 1e-3
gamma_grid = M*(2*low[1.0] - low[2.0])
D_grid = -M*(low[d] + low[-d] - 2*low[0.0])/d**2
assert abs(gamma_grid/gamma - 1) < 0.01
assert abs(D_grid/D - 1) < 0.01
for q, formula in ((1.0, I1), (2.0, I2)):
    slope = (low[q+d] - low[q-d])/(2*d)
    assert abs(M*(low[q]-q*slope)/formula - 1) < 0.02


def grid_log_moment(s, t):
    values, weights = spectra[s]
    return np.log(np.sum(weights*np.exp(-values*t)))


for t in (0.2, 1.0, 3.0):
    numeric = 2*grid_log_moment(1.0, t) - grid_log_moment(2.0, t)
    formula = 2*log_moment_one(1, t) - log_moment_one(2, t)
    assert abs(numeric/formula - 1) < 0.01
t_asym = 2.0
numeric = M*(2*grid_log_moment(1.0, t_asym)-grid_log_moment(2.0, t_asym))
assert abs(numeric - np.log(amplitude) + gamma*t_asym) < 0.05


# Independent road 2: walkers. The squared radius of M independent
# Ornstein-Uhlenbeck coordinates has an exact one-step transition law.
def initial(rows):
    return rng.standard_gamma(M/2, (rows, N))/a


def local_energy(r2):
    return M*a/2 + kappa*r2/2


def advance(r2, step):
    decay = np.exp(-a*step)
    var = (1-decay**2)/(2*a)
    along = np.sqrt(r2)*decay + np.sqrt(var)*rng.standard_normal(r2.shape)
    return along**2 + 2*var*rng.standard_gamma((M-1)/2, r2.shape)


def shares(logw):
    w = np.exp(logw - logw.max(axis=1, keepdims=True))
    return w/w.sum(axis=1, keepdims=True)


def weighted_step(r2, energy, logw, step):
    r2 = advance(r2, step)
    new = local_energy(r2)
    logw -= step*((energy+new)/2 - E0)
    return r2, new, logw


rows, step = 200, 0.01
times = (0.2, 0.4, 0.6, 1.0, 2.0, 3.5, 7.0)
record_steps = {int(round(t/step)): t for t in times}
r2 = initial(rows)
energy = local_energy(r2)
logw = np.zeros_like(r2)
record = {}
for k in range(1, max(record_steps)+1):
    r2, energy, logw = weighted_step(r2, energy, logw, step)
    if k in record_steps:
        t = record_steps[k]
        p = shares(logw)
        pooled = shares(logw.reshape(1, -1))
        captured = [np.median(np.exp(logsumexp(q*logw, axis=1)
                    - np.log(N) - log_moment(q, t))) for q in (1, 2)]
        record[t] = dict(
            var=logw.var(), neff=np.mean(1/np.sum(p*p, axis=1)),
            top=np.mean(p.max(axis=1)),
            energy=np.mean(np.sum(p*energy, axis=1)),
            pooled=1/np.sum(pooled**2)/logw.size, captured=captured)
for t in (0.4, 1.0, 2.0, 7.0):  # sampling error is about one percent
    assert abs(record[t]["var"]/variance_log(t) - 1) < 0.05
for t in (0.2, 0.4):  # rare large weights dominate the sampling error
    assert abs(record[t]["pooled"]/fraction(t) - 1) < 0.12
assert abs(record[0.6]["energy"] - E0) < 0.4
assert record[1.0]["captured"][0] > 0.6
assert record[7.0]["captured"][0] < 0.35
assert record[0.4]["captured"][1] > 0.6
assert record[2.0]["captured"][1] < 0.35
assert record[3.5]["top"] > 0.25

# Very long run without branching.
rows_long, step_long, t_long = 50, 0.02, 100.0
r2 = initial(rows_long)
energy = local_energy(r2)
logw = np.zeros_like(r2)
late_energy, late_times = [], []
for k in range(1, int(round(t_long/step_long))+1):
    r2, energy, logw = weighted_step(r2, energy, logw, step_long)
    if k*step_long > t_long/2 and k % 5 == 0:
        late_energy.append(np.mean(np.sum(shares(logw)*energy, axis=1)))
        late_times.append(k*step_long)
p = shares(logw)
top_long = np.mean(p.max(axis=1))
neff_long = np.mean(1/np.sum(p*p, axis=1))
ordered = np.sort(logw, axis=1)
gaps = ordered[:, -1] - ordered[:, -2]
gap_error = gaps.std(ddof=1)/np.sqrt(rows_long)
gap_normal = quad(lambda z: N*norm.cdf(z)**(N-1)*norm.sf(z), -8, 8,
                  limit=200)[0]
max_normal = quad(lambda z: z*N*norm.pdf(z)*norm.cdf(z)**(N-1), -8, 8,
                  limit=200)[0]
gap_predicted = gap_normal*np.sqrt(variance_log(t_long))
E_late = np.mean(late_energy)
E_late_predicted = EV - 0.5*max_normal*np.sqrt(D)*np.mean(
    1/np.sqrt(late_times))
assert abs(gaps.mean() - gap_predicted) < 4*gap_error
assert top_long > 0.6
assert abs(E_late - E_late_predicted) < 0.2
assert E_late - E0 > 0.6*(EV-E0)

# The same diffusion and weights, now with regular resampling.
interval, t_branch = 0.1, 20.0
per_interval = int(round(interval/step_long))
r2 = initial(rows_long)
branch_energy, branch_fraction = [], []
for block in range(int(round(t_branch/interval))):
    energy = local_energy(r2)
    logw = np.zeros_like(r2)
    for _ in range(per_interval):
        r2, energy, logw = weighted_step(r2, energy, logw, step_long)
    p = shares(logw)
    if block*interval >= t_branch/4:
        branch_energy.append(np.mean(np.sum(p*energy, axis=1)))
        branch_fraction.append(np.mean(1/np.sum(p*p, axis=1))/N)
    cumulative = np.cumsum(p, axis=1)
    for i in range(rows_long):
        points = (np.arange(N)+rng.random())/N
        chosen = np.searchsorted(cumulative[i], points)
        r2[i] = r2[i, np.minimum(chosen, N-1)]
E_branch = np.mean(branch_energy)
f_branch = np.mean(branch_fraction)
assert abs(E_branch-E0) < 0.2
assert f_branch > 0.7

print(f"oscillator quantum omega = {omega:.1f} eV")
print(f"trial exponent a = {a:.1f} eV")
print(f"coordinates M = {M}; walkers per population N = {N}")
print(f"rms trial coordinate = {length_unit/np.sqrt(2*a):.4f} angstrom")
print(f"kappa = {kappa:.1f} eV^2")
print(f"ground-state energy E0 = {E0:.3f} eV")
print(f"variational energy EV = {EV:.3f} eV; EV-E0 = {EV-E0:.3f} eV")
print(f"local-energy standard deviation = {sigma:.3f} eV")
print(f"local-energy correlation time = {tau:.5f} 1/eV")
print(f"log-weight variance rate D = {D:.4f} eV; grid {D_grid:.4f} eV")
print(f"decay rate gamma = {gamma:.4f} eV; grid {gamma_grid:.4f} eV")
print(f"gamma converted = {gamma/hartree:.5f} hartree")
print(f"ratio gamma/D = {gamma/D:.3f}; amplitude A = {amplitude:.4f}")
print(f"rarity rates I1 = {I1:.4f} eV; I2 = {I2:.4f} eV")
print(f"crossover times t2 = {t2:.3f} 1/eV; t1 = {t1:.3f} 1/eV")
print(f"t1 converted = {t1*hartree:.2f} 1/hartree")
print(f"walker estimate exp(I1*t) at t=10 1/eV = {np.exp(10*I1):.3e}")
print(f"short run: {rows} populations, time step {step:.3f} 1/eV")
for t in times:
    r = record[t]
    print(f"t={t:.1f} 1/eV: Var ln w MC {r['var']:.3f}, "
          f"formula {variance_log(t):.3f}")
    print(f"  N*fraction formula {N*fraction(t):.4g}; "
          f"mean N_eff {r['neff']:.2f}; top share {r['top']:.3f}")
    print(f"  weighted energy {r['energy']:.3f} eV; median captured "
          f"w {r['captured'][0]:.3f}, w^2 {r['captured'][1]:.3f}")
print(f"pooled fraction at 0.4 1/eV: MC {record[0.4]['pooled']:.4f}, "
      f"formula {fraction(0.4):.4f}")
print(f"long run: {rows_long} populations, step {step_long:.3f} 1/eV")
print(f"at t={t_long:.0f} 1/eV: top share {top_long:.3f}, "
      f"mean N_eff {neff_long:.3f}")
print(f"Gaussian constants: g_N {gap_normal:.4f}, m_N {max_normal:.4f}")
print(f"top log-weight gap: MC {gaps.mean():.2f} +/- {gap_error:.2f}, "
      f"predicted {gap_predicted:.2f}")
print(f"weighted energy over t=50 to 100 1/eV: {E_late:.3f} eV, "
      f"predicted {E_late_predicted:.3f} eV")
print(f"resampling interval = {interval:.2f} 1/eV; "
      f"run length = {t_branch:.1f} 1/eV")
print(f"resampled energy = {E_branch:.3f} eV; "
      f"mean N_eff/N before resampling = {f_branch:.3f}")
print("finished without a failed check")
```

Running it gives:

```
oscillator quantum omega = 10.0 eV
trial exponent a = 9.0 eV
coordinates M = 60; walkers per population N = 200
rms trial coordinate = 0.6506 angstrom
kappa = 19.0 eV^2
ground-state energy E0 = 300.000 eV
variational energy EV = 301.667 eV; EV-E0 = 1.667 eV
local-energy standard deviation = 5.782 eV
local-energy correlation time = 0.05556 1/eV
log-weight variance rate D = 3.7140 eV; grid 3.7171 eV
decay rate gamma = 2.7386 eV; grid 2.7404 eV
gamma converted = 0.10064 hartree
ratio gamma/D = 0.737; amplitude A = 1.1169
rarity rates I1 = 1.5000 eV; I2 = 5.0095 eV
crossover times t2 = 1.058 1/eV; t1 = 3.532 1/eV
t1 converted = 96.12 1/hartree
walker estimate exp(I1*t) at t=10 1/eV = 3.269e+06
short run: 200 populations, time step 0.010 1/eV
t=0.2 1/eV: Var ln w MC 0.542, formula 0.542
  N*fraction formula 129.1; mean N_eff 130.53; top share 0.023
  weighted energy 300.006 eV; median captured w 0.991, w^2 0.965
t=0.4 1/eV: Var ln w MC 1.282, formula 1.279
  N*fraction formula 74.7; mean N_eff 79.80; top share 0.046
  weighted energy 300.039 eV; median captured w 0.982, w^2 0.878
t=0.6 1/eV: Var ln w MC 2.026, formula 2.022
  N*fraction formula 43.2; mean N_eff 52.45; top share 0.072
  weighted energy 300.024 eV; median captured w 0.965, w^2 0.787
t=1.0 1/eV: Var ln w MC 3.489, formula 3.508
  N*fraction formula 14.44; mean N_eff 26.73; top share 0.141
  weighted energy 300.042 eV; median captured w 0.928, w^2 0.491
t=2.0 1/eV: Var ln w MC 7.251, formula 7.222
  N*fraction formula 0.9339; mean N_eff 10.86; top share 0.289
  weighted energy 300.180 eV; median captured w 0.764, w^2 0.053
t=3.5 1/eV: Var ln w MC 12.789, formula 12.793
  N*fraction formula 0.01535; mean N_eff 5.77; top share 0.416
  weighted energy 300.452 eV; median captured w 0.492, w^2 0.001
t=7.0 1/eV: Var ln w MC 25.842, formula 25.792
  N*fraction formula 1.055e-06; mean N_eff 3.08; top share 0.600
  weighted energy 300.069 eV; median captured w 0.049, w^2 0.000
pooled fraction at 0.4 1/eV: MC 0.3814, formula 0.3735
long run: 50 populations, step 0.020 1/eV
at t=100 1/eV: top share 0.898, mean N_eff 1.273
Gaussian constants: g_N 0.3324, m_N 2.7460
top log-weight gap: MC 7.21 +/- 0.94, predicted 6.40
weighted energy over t=50 to 100 1/eV: 301.379 eV, predicted 301.357 eV
resampling interval = 0.10 1/eV; run length = 20.0 1/eV
resampled energy = 300.000 eV; mean N_eff/N before resampling = 0.851
finished without a failed check
```
